# Lower-edge intensity of 2p5 3d1 under scaled core spin-orbit coupling: verification in Python

```python
"""
Lower-edge intensity fraction f of the absorption 2p6 -> 2p5 3d1.

Result under test: with F2 = F^2(2p,3d), G1 = G^1(2p,3d), core spin-orbit
constant zeta, a = 4 G1/3 and b = 4 G1/3 - 2 F2/5, the levels with J = 1 lie at
x - zeta/2 above the singlet P term, where x solves
    2/(3 zeta) = 1/(3x) + 1/(6(x+a)) + 1/(2(x+b)),
each carries the share 1/(1+r) of the dipole strength, where
    r = (1/2) (x/(x+a))^2 + (3/2) (x/(x+b))^2,
and f = r/(1+r) at the highest root (upper edge = highest J = 1 level).
For b > 0 f rises from 0 (zeta -> 0) to 2/3 (zeta -> infinity).

Independent road: the full set of 60 determinants of 2p5 3d1, with Coulomb,
spin-orbit and dipole operators applied by the fermion rules.
Energies are in eV.
"""
from functools import lru_cache
from itertools import combinations
from math import factorial, sqrt

import numpy as np
from scipy import constants
from scipy.optimize import brentq
from scipy.special import lpmv

# Spin orbitals (l, m, s) with s = 2 m_s; the first six are 2p, the rest 3d.
ORBITALS = [(l, m, s) for l in (1, 2) for m in range(-l, l + 1) for s in (-1, 1)]
N_ORB = len(ORBITALS)
CLOSED_P = (1 << 6) - 1
DETS = [(CLOSED_P ^ (1 << h)) | (1 << e) for h in range(6) for e in range(6, N_ORB)]
INDEX = {det: i for i, det in enumerate(DETS)}
N_DET = len(DETS)
NODES, NODE_WEIGHTS = np.polynomial.legendre.leggauss(12)


def theta_part(l, m):
    """Normalized polar factor of a spherical harmonic at the nodes."""
    if m < 0:
        return (-1) ** m * theta_part(l, -m)
    norm = sqrt((2 * l + 1) / 2 * factorial(l - m) / factorial(l + m))
    return norm * lpmv(m, l, NODES)


@lru_cache(maxsize=None)
def angular(k, l1, m1, l2, m2):
    """<l1 m1| C^k_q |l2 m2> with q = m1 - m2, by quadrature."""
    q = m1 - m2
    if abs(q) > k:
        return 0.0
    product = theta_part(l1, m1) * theta_part(k, q) * theta_part(l2, m2)
    return sqrt(2 / (2 * k + 1)) * float(np.sum(NODE_WEIGHTS * product))


def move(det, removed, added):
    """Annihilate, then create, in the given order; returns sign and result."""
    sign = 1
    for i in tuple(removed) + tuple(added):
        if bin(det & ((1 << i) - 1)).count("1") % 2:
            sign = -sign
        det ^= 1 << i
    return sign, det


def coulomb(i, j, k, l, radial):
    """<ij|1/r12|kl> for the radial integrals {(kind, rank): value}."""
    (li, mi, si), (lj, mj, sj) = ORBITALS[i], ORBITALS[j]
    (lk, mk, sk), (ll, ml, sl) = ORBITALS[k], ORBITALS[l]
    if si != sk or sj != sl or mi + mj != mk + ml:
        return 0.0
    if li == lk and lj == ll:
        kind = "Fpp" if li == lj == 1 else "Fpd"
    elif li == ll and lj == lk:
        kind = "Gpd"
    else:
        return 0.0
    return sum(value * angular(rank, li, mi, lk, mk) * angular(rank, ll, ml, lj, mj)
               for (name, rank), value in radial.items() if name == kind)


def two_body(radial):
    matrix = np.zeros((N_DET, N_DET))
    for col, det in enumerate(DETS):
        occupied = [i for i in range(N_ORB) if det >> i & 1]
        for k, l in combinations(occupied, 2):
            free = [i for i in range(N_ORB) if not det >> i & 1 or i in (k, l)]
            for i, j in combinations(free, 2):
                sign, new = move(det, (k, l), (j, i))
                if new in INDEX:
                    value = coulomb(i, j, k, l, radial) - coulomb(i, j, l, k, radial)
                    matrix[INDEX[new], col] += sign * value
    return matrix


def spin_orbit(shell):
    """Sum over electrons of l.s in the shell with the given l."""
    single = np.zeros((N_ORB, N_ORB))
    for i, (li, mi, si) in enumerate(ORBITALS):
        for j, (lj, mj, sj) in enumerate(ORBITALS):
            if li != shell or lj != shell:
                continue
            if i == j:
                single[i, i] = mi * si / 2
            elif mi == mj + 1 and si == -1 and sj == 1:
                single[i, j] = single[j, i] = sqrt(li * (li + 1) - mj * mi) / 2
    matrix = np.zeros((N_DET, N_DET))
    for col, det in enumerate(DETS):
        for j in range(N_ORB):
            if not det >> j & 1:
                continue
            for i in range(N_ORB):
                if single[i, j] != 0 and (i == j or not det >> i & 1):
                    sign, new = move(det, (j,), (i,))
                    matrix[INDEX[new], col] += sign * single[i, j]
    return matrix


def gaps(f2, g1):
    return 4 * g1 / 3, 4 * g1 / 3 - 2 * f2 / 5


def ratio(x, a, b):
    return 0.5 * (x / (x + a)) ** 2 + 1.5 * (x / (x + b)) ** 2


def roots_formula(zeta, f2, g1):
    """Roots x of the secular equation after clearing its denominators."""
    a, b = gaps(f2, g1)
    d = 1.5 * zeta
    cubic = [1, a + b - d, a * b - d * (5 * a / 6 + b / 2), -d * a * b / 3]
    return np.sort(np.roots(cubic).real)


def fraction_formula(zeta, f2, g1):
    r = ratio(roots_formula(zeta, f2, g1)[-1], *gaps(f2, g1))
    return r / (1 + r)


# Operators in the determinant basis
H_F2 = two_body({("Fpd", 2): 1.0})
H_G1 = two_body({("Gpd", 1): 1.0})
H_REST = two_body({("Fpp", 0): 3.0, ("Fpp", 2): 6.0, ("Fpd", 0): 2.0, ("Gpd", 3): 2.5})
SO_CORE, SO_3D = spin_orbit(1), spin_orbit(2)

# Bright state: z component of the dipole operator acting on the closed shell
bright = np.zeros(N_DET)
for hole in range(6):
    for electron in range(6, N_ORB):
        (lh, mh, sh), (le, me, se) = ORBITALS[hole], ORBITALS[electron]
        if mh == me and sh == se:
            sign, new = move(CLOSED_P, (hole,), (electron,))
            bright[INDEX[new]] += sign * angular(1, le, me, lh, mh)
bright /= np.linalg.norm(bright)

F2, G1, ZETA, ZETA_3D = 5.0, 4.0, 4.0, 0.05
A, B = gaps(F2, G1)
H_LS = F2 * H_F2 + G1 * H_G1 + H_REST

# The space J = 1, M = 0 is generated from the bright state; it must be closed.
second = SO_CORE @ bright
basis, _ = np.linalg.qr(np.column_stack([bright, second, H_LS @ second]))
for operator in (H_F2, H_G1, H_REST, SO_CORE, SO_3D):
    assert np.allclose(operator, operator.T, atol=1e-12)
    image = operator @ basis
    assert np.allclose(image, basis @ (basis.T @ image), atol=1e-10)
R_F2, R_G1, R_REST, R_CORE, R_3D = [
    basis.T @ op @ basis for op in (H_F2, H_G1, H_REST, SO_CORE, SO_3D)]
bright3 = basis.T @ bright
# The remaining Slater integrals only shift the three levels together.
assert np.allclose(R_REST, R_REST[0, 0] * np.eye(3), atol=1e-10)


def levels_direct(zeta, f2=F2, g1=G1, zeta_3d=0.0):
    """Energies above the singlet P term and strength shares, J = 1 levels."""
    coulomb_part = f2 * R_F2 + g1 * R_G1 + R_REST
    origin = bright3 @ coulomb_part @ bright3
    energy, vectors = np.linalg.eigh(coulomb_part + zeta * R_CORE + zeta_3d * R_3D)
    return energy - origin, (vectors.T @ bright3) ** 2


def fraction_direct(zeta, **parameters):
    return float(np.sum(levels_direct(zeta, **parameters)[1][:-1]))


# Terms without spin-orbit coupling, recognized by degeneracy:
# 3 = singlet P, 9 = triplet P, 20 = singlet and triplet D together
term_energy, term_vectors = np.linalg.eigh(H_LS)
terms = {}
start = 0
for stop in range(1, N_DET + 1):
    if stop == N_DET or term_energy[stop] - term_energy[start] > 1e-7:
        terms[stop - start] = (term_energy[start], term_vectors[:, start:stop])
        start = stop
assert sorted(terms) == [3, 7, 9, 20, 21]
gap_p, gap_d = terms[3][0] - terms[9][0], terms[3][0] - terms[20][0]
assert abs(gap_p - A) < 1e-9 and abs(gap_d - B) < 1e-9
assert abs(np.linalg.norm(terms[3][1].T @ bright) - 1) < 1e-10

# Core-hole character of the bright state and LS weights of the p1/2-hole state
core_values = np.linalg.eigvalsh(SO_CORE)
assert np.allclose(core_values, [-0.5] * 40 + [1.0] * 20, atol=1e-10)
half_hole = (SO_CORE @ bright + 0.5 * bright) / 1.5
half_weight = half_hole @ half_hole
half_hole /= sqrt(half_weight)
assert abs(half_weight - 1 / 3) < 1e-10
ls_weights = [float(np.sum((terms[n][1].T @ half_hole) ** 2)) for n in (3, 9, 20)]
assert np.allclose(ls_weights, [1 / 3, 1 / 6, 1 / 2], atol=1e-10)

# Levels, shares and edge fraction for several parameter sets
for f2, g1 in ((5.0, 4.0), (3.0, 6.0), (6.0, 2.5), (5.0, 1.0)):
    for zeta in (0.3, 1.0, 4.0, 15.0, 80.0):
        energy, share = levels_direct(zeta, f2=f2, g1=g1)
        x = roots_formula(zeta, f2, g1)
        assert np.allclose(energy, x - zeta / 2, atol=1e-8)
        assert np.allclose(share, 1 / (1 + ratio(x, *gaps(f2, g1))), atol=1e-7)
        assert abs(fraction_direct(zeta, f2=f2, g1=g1)
                   - fraction_formula(zeta, f2, g1)) < 1e-7

# Monotonic rise, both limits and their leading corrections
curve = [fraction_direct(z) for z in np.geomspace(0.01, 4000, 120)]
assert np.all(np.diff(curve) > 0)
assert fraction_direct(0.0) < 1e-12
small_coefficient = (1 / A**2 + 3 / B**2) / 8
large_coefficient = 2 * (A + 3 * B) / 27
# The next orders are relatively of size zeta/b and a/zeta, below one percent here.
assert abs(fraction_direct(0.01) / 0.01**2 / small_coefficient - 1) < 0.01
assert abs((2 / 3 - fraction_direct(4000.0)) * 4000 / large_coefficient - 1) < 0.01

# Without F2 and G1 the ratio is statistical at any core constant.
no_coulomb = fraction_direct(1.0, f2=0.0, g1=0.0)
assert abs(no_coulomb - 2 / 3) < 1e-10
# Order of the terms decides the limit of vanishing core constant.
threshold = 0.3 * F2
below = fraction_direct(0.001, g1=threshold - 0.1)
above = fraction_direct(0.001, g1=threshold + 0.1)
assert below > 0.99 and above < 0.01


def zeta_for_fraction(f):
    """Core constant at which the lower edge has the share f."""
    x = brentq(lambda y: ratio(y, A, B) - f / (1 - f), 1e-9, 1e5, xtol=1e-12)
    return 2 / 3 / (1 / (3 * x) + 1 / (6 * (x + A)) + 1 / (2 * (x + B))), x


zeta_half, x_half = zeta_for_fraction(1 / 3)
zeta_90, x_90 = zeta_for_fraction(0.6)
assert abs(fraction_direct(zeta_half) - 1 / 3) < 1e-9
assert abs(fraction_direct(zeta_90) - 0.6) < 1e-9

# 3d spin-orbit coupling: small remainder at zero core constant, same jj limit
remainder = fraction_direct(0.0, zeta_3d=ZETA_3D)
with_3d = fraction_direct(ZETA, zeta_3d=ZETA_3D)
assert 0 < remainder < 1e-2
assert abs(fraction_direct(1e6, zeta_3d=ZETA_3D) - 2 / 3) < 1e-5

hartree_ev = constants.value("Hartree energy in eV")
print(f"F2 = {F2:.2f} eV, G1 = {G1:.2f} eV, reference zeta = {ZETA:.2f} eV")
print(f"a = E(1P)-E(3P) from determinants = {gap_p:.4f} eV")
print(f"b = E(1P)-E(3D) from determinants = {gap_d:.4f} eV")
print(f"p1/2-hole weight of bright state = {half_weight:.6f}")
print(f"p3/2-hole weight of bright state = {1 - half_weight:.6f}")
print("LS weights of p1/2-hole state (1P1, 3P1, 3D1) = "
      + ", ".join(f"{w:.6f}" for w in ls_weights))
print("Lines at reference zeta, energy from the 1P term:")
energy, share = levels_direct(ZETA)
for number, (e, s) in enumerate(zip(energy, share), 1):
    print(f"  line {number}: x = {e + ZETA / 2:.4f} eV, energy = {e:.4f} eV, share = {s:.4f}")
print(f"Lower-edge fraction at reference zeta = {fraction_direct(ZETA):.4f}")
print("Scaling (scale, zeta in eV, top x in eV, f determinants, f formula):")
for scale in (0, 0.1, 0.25, 0.5, 1, 2, 4, 10, 100):
    z = scale * ZETA
    top = roots_formula(z, F2, G1)[-1]
    direct, formula = fraction_direct(z), fraction_formula(z, F2, G1)
    assert abs(direct - formula) < 1e-7
    print(f"  {scale:6.2f} {z:8.2f} {abs(top):10.4f} {abs(direct):.5f} {abs(formula):.5f}")
print(f"Small-zeta coefficient of zeta^2 = {small_coefficient:.5f} eV^-2")
print(f"Small-zeta estimate at scale 0.1 = {small_coefficient * (0.1 * ZETA)**2:.5f}")
print(f"Large-zeta coefficient of 1/zeta = {large_coefficient:.4f} eV")
print(f"Large-zeta estimate at scale 100 = {2 / 3 - large_coefficient / (100 * ZETA):.5f}")
print(f"f = 1/3 at x = {x_half:.4f} eV, zeta = {zeta_half:.4f} eV"
      f" = {zeta_half / hartree_ev:.5f} hartree")
print(f"f = 0.6 at x = {x_90:.4f} eV, zeta = {zeta_90:.4f} eV")
print(f"f at zeta = 1 eV with F2 = G1 = 0: {no_coulomb:.6f}")
print(f"Threshold G1 = 3 F2/10 = {threshold:.2f} eV")
print(f"f at zeta = 0.001 eV, G1 = {threshold - 0.1:.2f} eV: {below:.5f}")
print(f"f at zeta = 0.001 eV, G1 = {threshold + 0.1:.2f} eV: {above:.5f}")
print(f"3d spin-orbit constant = {ZETA_3D:.2f} eV")
print(f"  f at zero core constant = {remainder:.2e}")
print(f"  f at reference zeta = {with_3d:.4f}")
print("all tests passed")
```

Running it gives:

```
F2 = 5.00 eV, G1 = 4.00 eV, reference zeta = 4.00 eV
a = E(1P)-E(3P) from determinants = 5.3333 eV
b = E(1P)-E(3D) from determinants = 3.3333 eV
p1/2-hole weight of bright state = 0.333333
p3/2-hole weight of bright state = 0.666667
LS weights of p1/2-hole state (1P1, 3P1, 3D1) = 0.333333, 0.166667, 0.500000
Lines at reference zeta, energy from the 1P term:
  line 1: x = -5.0187 eV, energy = -7.0187 eV, share = 0.0071
  line 2: x = -1.7339 eV, energy = -3.7339 eV, share = 0.3474
  line 3: x = 4.0859 eV, energy = 2.0859 eV, share = 0.6456
Lower-edge fraction at reference zeta = 0.3544
Scaling (scale, zeta in eV, top x in eV, f determinants, f formula):
    0.00     0.00     0.0000 0.00000 0.00000
    0.10     0.40     0.2228 0.00665 0.00665
    0.25     1.00     0.6494 0.04377 0.04377
    0.50     2.00     1.6025 0.15598 0.15598
    1.00     4.00     4.0859 0.35443 0.35443
    2.00     8.00     9.7669 0.51051 0.51051
    4.00    16.00    21.6040 0.59140 0.59140
   10.00    40.00    57.5077 0.63753 0.63753
  100.00   400.00   597.4507 0.66382 0.66382
Small-zeta coefficient of zeta^2 = 0.03814 eV^-2
Small-zeta estimate at scale 0.1 = 0.00610
Large-zeta coefficient of 1/zeta = 1.1358 eV
Large-zeta estimate at scale 100 = 0.66383
f = 1/3 at x = 3.7075 eV, zeta = 3.7170 eV = 0.13660 hartree
f = 0.6 at x = 24.5344 eV, zeta = 17.9654 eV
f at zeta = 1 eV with F2 = G1 = 0: 0.666667
Threshold G1 = 3 F2/10 = 1.50 eV
f at zeta = 0.001 eV, G1 = 1.40 eV: 0.99998
f at zeta = 0.001 eV, G1 = 1.60 eV: 0.00002
3d spin-orbit constant = 0.05 eV
  f at zero core constant = 1.81e-04
  f at reference zeta = 0.3488
all tests passed
```
